# Why p1/2 Electrons Bond Weakly: Sigma Bonding against Pi Antibonding: a numerical check

```python
"""Why p1/2 electrons bond weakly: a two-atom p-shell model.

Result under test: for parallel axes on two equal atoms, the p1/2 overlap is
    S_half = (S_sigma + 2 S_pi) / 3,
so sigma bonding is accompanied by pi antibonding. With spin-orbit coupling
zeta l.s and hopping t = -k S, admixture of p3/2 restores part of the bond.
Symbols: a = orbital exponent (1/bohr), R = distance (bohr), x = a R,
k = hopping scale (eV), Delta = 3 zeta / 2 = atomic splitting (eV).
Gain = atomic p1/2 energy minus molecular spinor energy, per electron.
g and u denote even and odd spinors under inversion.
The orbital basis is treated as orthonormal in the energy model.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn

a = 0.8
R = 6.0
k_hop = 2.0
Delta = 1.0
zeta = 2 * Delta / 3

# Angular momentum matrices; orbital order m = +1, 0, -1; spin up, down.
lz = np.diag([1.0, 0.0, -1.0])
lplus = np.sqrt(2) * np.diag([1.0, 1.0], 1)
sz = np.diag([0.5, -0.5])
splus = np.array([[0.0, 1.0], [0.0, 0.0]])
ls = np.kron(lz, sz) + 0.5 * (np.kron(lplus, splus.T)
                              + np.kron(lplus.T, splus))
jz = np.kron(lz, np.eye(2)) + np.kron(np.eye(3), sz)
_, vectors = np.linalg.eigh(ls + 0.01 * jz)
p_half = vectors[:, 1]          # j = 1/2, m = +1/2
p_three = vectors[:, 4]         # j = 3/2, m = +1/2
assert np.allclose(ls @ p_half, -p_half, atol=1e-12)
assert np.allclose(jz @ p_half, 0.5 * p_half, atol=1e-12)
assert np.allclose(ls @ p_three, 0.5 * p_three, atol=1e-12)
assert np.allclose(jz @ p_three, 0.5 * p_three, atol=1e-12)
sigma_weight = np.sum(p_half[2:4] ** 2)
pi_weight = np.sum(p_half[[0, 1, 4, 5]] ** 2)
assert abs(sigma_weight - 1 / 3) < 1e-12
assert abs(pi_weight - 2 / 3) < 1e-12
assert abs(p_half[2] / p_half[1] + 1 / np.sqrt(2)) < 1e-12


def sigma_formula(x):
    return np.exp(-x) * (1 + x + x**2 / 5 - 2 * x**3 / 15 - x**4 / 15)


def pi_formula(x):
    return np.exp(-x) * (1 + x + 2 * x**2 / 5 + x**3 / 15)


def half_formula(x):
    return np.exp(-x) * (1 + x + x**2 / 3 - x**4 / 45)


def orbitals_on_grid(distance):
    """Both p shells and volume weights on a prolate spheroidal grid."""
    u, wu = np.polynomial.laguerre.laggauss(12)
    eta, we = np.polynomial.legendre.leggauss(12)
    phi = 2 * np.pi * np.arange(8) / 8
    U, E, F = np.meshgrid(u, eta, phi, indexing="ij")
    xi = 1 + U / (a * distance)
    half = distance / 2
    weight = ((wu * np.exp(u))[:, None, None] * we[None, :, None]
              * (2 * np.pi / 8) * half**3 * (xi**2 - E**2)
              / (a * distance))
    rho = half * np.sqrt((xi**2 - 1) * (1 - E**2))

    def shell(z, r):
        radial = np.sqrt(a**5 / np.pi) * np.exp(-a * r)
        return np.array([
            (-rho * np.exp(1j * F) / np.sqrt(2) * radial).ravel(),
            (z * radial).ravel(),
            (rho * np.exp(-1j * F) / np.sqrt(2) * radial).ravel()])

    left = shell(half * (xi * E + 1), half * (xi + E))
    right = shell(half * (xi * E - 1), half * (xi - E))
    return left, right, weight.ravel()


def spinor_overlap(c_left, c_right, grid):
    left, right, weight = grid
    psi_left = c_left.reshape(3, 2).T @ left
    psi_right = c_right.reshape(3, 2).T @ right
    return np.sum(weight * psi_left.conj() * psi_right)


# Real-space integration against the closed overlap formulas.
for distance in [2.0, 4.0, R, 9.0]:
    grid = orbitals_on_grid(distance)
    left, right, weight = grid
    matrix = (left.conj() * weight) @ right.T
    x = a * distance
    expected = np.diag([pi_formula(x), sigma_formula(x), pi_formula(x)])
    assert np.allclose(matrix, expected, atol=1e-8)
    direct = spinor_overlap(p_half, p_half, grid)
    assert abs(direct - half_formula(x)) < 1e-8
    mixed = abs(spinor_overlap(p_half, p_three, grid))
    expected_mixed = np.sqrt(2) * abs(sigma_formula(x) - pi_formula(x)) / 3
    assert abs(mixed - expected_mixed) < 1e-8


# Momentum-space integration, independent of the real-space grid.
def momentum_average(order, distance):
    def density(q):
        return q**4 / (a**2 + q**2)**6
    top = quad(lambda q: density(q) * spherical_jn(order, q * distance),
               0, 40 * a, limit=500, epsabs=1e-12, epsrel=1e-10)[0]
    norm = quad(density, 0, 40 * a, limit=500,
                epsabs=1e-12, epsrel=1e-10)[0]
    return top / norm


for distance in [3.0, R]:
    j0 = momentum_average(0, distance)
    j2 = momentum_average(2, distance)
    assert abs(j0 - half_formula(a * distance)) < 1e-7
    assert abs(j0 - 2 * j2 - sigma_formula(a * distance)) < 1e-7
    assert abs(j0 + j2 - pi_formula(a * distance)) < 1e-7

x_sigma_zero = brentq(sigma_formula, 1, 4)
x_half_zero = brentq(half_formula, 3, 8)
for x in np.linspace(x_sigma_zero + 0.01, 20, 100):
    bound = max(abs(sigma_formula(x)) / 3, 2 * pi_formula(x) / 3)
    assert abs(half_formula(x)) <= bound
far_ratio = half_formula(200.0) / sigma_formula(200.0)
assert abs(far_ratio - 1 / 3) < 0.01


def molecular_levels(t_sigma, t_pi, coupling):
    """Diagonalize all 12 spinors; return energies and vectors by parity."""
    hop = np.kron(np.diag([t_pi, t_sigma, t_pi]), np.eye(2))
    h = np.block([[coupling * ls, hop], [hop, coupling * ls]])
    zero = np.zeros((6, 6))
    inversion = -np.block([[zero, np.eye(6)], [np.eye(6), zero]])
    shift = 1000.0
    energy, vector = np.linalg.eigh(h + shift * inversion)
    return {"u": (energy[:6] + shift, vector[:, :6]),
            "g": (energy[6:] - shift, vector[:, 6:])}


def gain(t_sigma, t_pi, coupling, parity):
    levels = molecular_levels(t_sigma, t_pi, coupling)
    return -coupling - levels[parity][0][0]


def closed_gain(t_sigma, t_pi, coupling, parity):
    p = 1 if parity == "u" else -1
    first, second = p * t_sigma, p * t_pi - coupling / 2
    root = np.sqrt(((first - second) / 2)**2 + coupling**2 / 2)
    return -coupling - ((first + second) / 2 - root)


x = a * R
S_sigma, S_pi, S_half = sigma_formula(x), pi_formula(x), half_formula(x)
t_sigma, t_pi = -k_hop * S_sigma, -k_hop * S_pi
t_half = (t_sigma + 2 * t_pi) / 3
for coupling in [0.0, 0.2, zeta, 3.0]:
    for parity in "gu":
        assert abs(gain(t_sigma, t_pi, coupling, parity)
                   - closed_gain(t_sigma, t_pi, coupling, parity)) < 1e-9

# Sigma and pi shares of the hopping energy in the pure p1/2 g spinor.
pure_g = np.concatenate([p_half, -p_half]) / np.sqrt(2)


def hopping_energy(ts, tp):
    hop = np.kron(np.diag([tp, ts, tp]), np.eye(2))
    zero = np.zeros((6, 6))
    return pure_g @ np.block([[zero, hop], [hop, zero]]) @ pure_g


sigma_share = hopping_energy(t_sigma, 0.0)
pi_share = hopping_energy(0.0, t_pi)
assert sigma_share < 0 < pi_share
assert abs(sigma_share + pi_share + t_half) < 1e-12

# Strong-coupling expansion: the remainder must fall as 1 / zeta squared.
for parity, p in [("g", -1), ("u", 1)]:
    remainders = []
    for coupling in [20.0, 40.0]:
        series = -p * t_half + 4 * (t_sigma - t_pi)**2 / (27 * coupling)
        remainders.append(gain(t_sigma, t_pi, coupling, parity) - series)
    assert abs(remainders[0] / remainders[1] - 4) < 0.3

# Composition and energy budget of the lowest g spinor.
energies, states = molecular_levels(t_sigma, t_pi, zeta)["g"]
state = states[:, 0]
mean_ls = state @ np.kron(np.eye(2), ls) @ state
weight_sigma = np.sum(state[[2, 3, 8, 9]]**2)
weight_three = (mean_ls + 1) / 1.5
project_three = (ls + np.eye(6)) / 1.5
assert np.allclose(project_three @ project_three, project_three, atol=1e-12)
promotion = zeta * (mean_ls + 1)
hop_matrix = np.kron(np.diag([t_pi, t_sigma, t_pi]), np.eye(2))
bonding = -2 * state[:6] @ hop_matrix @ state[6:]
gain_g = gain(t_sigma, t_pi, zeta, "g")
gain_u = gain(t_sigma, t_pi, zeta, "u")
gain_free = gain(t_sigma, t_pi, 0.0, "g")
assert abs(bonding - promotion - gain_g) < 1e-9
assert abs(gain_free - abs(t_sigma)) < 1e-9

# Counterfactuals: no pi hopping, and pi hopping of reversed sign.
gain_no_pi = gain(t_sigma, 0.0, zeta, "g")
gain_reversed = gain(t_sigma, -t_pi, zeta, "g")
assert gain_g < gain_no_pi < gain_reversed

scan = []
for ratio in [0.0, 0.5, 1.0, 2.0, 5.0, 20.0]:
    coupling = 2 * ratio * abs(t_sigma) / 3
    pair = [gain(t_sigma, t_pi, coupling, q) / abs(t_sigma) for q in "gu"]
    scan.append((ratio, pair[0], pair[1]))
best = [max(row[1:]) for row in scan]
assert all(later <= earlier + 1e-9 for earlier, later in zip(best, best[1:]))

bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
ev_kj = constants.e * constants.N_A / 1000
print(f"orbital exponent a = {a:.2f} 1/bohr")
print(f"distance R = {R:.2f} bohr = {R * bohr_angstrom:.3f} angstrom")
print(f"x = a R = {x:.2f} (no unit)")
print(f"hopping scale k = {k_hop:.2f} eV")
print(f"atomic splitting Delta = {Delta:.2f} eV; zeta = {zeta:.4f} eV")
print(f"p1/2 weights: sigma {sigma_weight:.4f}, pi {pi_weight:.4f}")
print("R (bohr), S_sigma, S_pi, S_half (no unit):")
for distance in [2.0, 4.0, 5.0, 6.0, 7.0, 8.0, 10.0]:
    y = a * distance
    print(f"  {distance:4.1f} {sigma_formula(y):9.4f} "
          f"{pi_formula(y):9.4f} {half_formula(y):9.4f}")
print(f"S_sigma zero: x = {x_sigma_zero:.4f}, "
      f"R = {x_sigma_zero / a:.3f} bohr")
print(f"S_half zero: x = {x_half_zero:.4f}, R = {x_half_zero / a:.3f} bohr")
print(f"S_half/S_sigma at x = 200: {far_ratio:.4f}")
print(f"|S_sigma|/3 at R: {abs(S_sigma) / 3:.4f}")
print(f"t_sigma = {t_sigma:.4f} eV; t_pi = {t_pi:.4f} eV")
print(f"t_half = {t_half:.4f} eV")
print(f"pure p1/2 g spinor, sigma share = {sigma_share:.4f} eV")
print(f"pure p1/2 g spinor, pi share = {pi_share:.4f} eV")
print(f"pure p1/2 g spinor, sum = {sigma_share + pi_share:.4f} eV")
print(f"gain per electron without spin-orbit = {gain_free:.4f} eV")
print(f"gain per electron, g = {gain_g:.4f} eV")
print(f"gain per electron, u = {gain_u:.4f} eV")
print(f"g gain / gain without spin-orbit = {gain_g / gain_free:.4f}")
print(f"lowest g: sigma weight = {weight_sigma:.4f}")
print(f"lowest g: p3/2 weight = {weight_three:.4f}")
print(f"lowest g: hopping gain = {bonding:.4f} eV")
print(f"lowest g: promotion cost = {promotion:.4f} eV")
print(f"g gain with pi hopping removed = {gain_no_pi:.4f} eV")
print(f"g gain with pi hopping reversed = {gain_reversed:.4f} eV")
print(f"two electrons, no spin-orbit: {2 * gain_free:.4f} eV "
      f"= {2 * gain_free * ev_kj:.1f} kJ/mol")
print(f"two electrons in g: {2 * gain_g:.4f} eV "
      f"= {2 * gain_g * ev_kj:.1f} kJ/mol")
print(f"one electron in g, one in u: {gain_g + gain_u:.4f} eV")
print("Delta/|t_sigma|, g gain/|t_sigma|, u gain/|t_sigma|:")
for ratio, scaled_g, scaled_u in scan:
    print(f"  {ratio:5.1f} {scaled_g:9.4f} {scaled_u:9.4f}")
print("verified")
```

It prints:

```
orbital exponent a = 0.80 1/bohr
distance R = 6.00 bohr = 3.175 angstrom
x = a R = 4.80 (no unit)
hopping scale k = 2.00 eV
atomic splitting Delta = 1.00 eV; zeta = 0.6667 eV
p1/2 weights: sigma 0.3333, pi 0.6667
R (bohr), S_sigma, S_pi, S_half (no unit):
   2.0    0.4298    0.7868    0.6678
   4.0   -0.2084    0.4272    0.2154
   5.0   -0.3187    0.2869    0.0851
   6.0   -0.3269    0.1843    0.0139
   7.0   -0.2814    0.1141   -0.0178
   8.0   -0.2180    0.0686   -0.0270
  10.0   -0.1072    0.0231   -0.0204
S_sigma zero: x = 2.5133, R = 3.142 bohr
S_half zero: x = 5.0638, R = 6.330 bohr
S_half/S_sigma at x = 200: 0.3299
|S_sigma|/3 at R: 0.1090
t_sigma = 0.6539 eV; t_pi = -0.3685 eV
t_half = -0.0277 eV
pure p1/2 g spinor, sigma share = -0.2180 eV
pure p1/2 g spinor, pi share = 0.2457 eV
pure p1/2 g spinor, sum = 0.0277 eV
gain per electron without spin-orbit = 0.6539 eV
gain per electron, g = 0.2266 eV
gain per electron, u = 0.1830 eV
g gain / gain without spin-orbit = 0.3465
lowest g: sigma weight = 0.7950
lowest g: p3/2 weight = 0.2178
lowest g: hopping gain = 0.4443 eV
lowest g: promotion cost = 0.2178 eV
g gain with pi hopping removed = 0.3248 eV
g gain with pi hopping reversed = 0.4832 eV
two electrons, no spin-orbit: 1.3078 eV = 126.2 kJ/mol
two electrons in g: 0.4532 eV = 43.7 kJ/mol
one electron in g, one in u: 0.4096 eV
Delta/|t_sigma|, g gain/|t_sigma|, u gain/|t_sigma|:
    0.0    1.0000    0.5636
    0.5    0.7054    0.4284
    1.0    0.4932    0.3409
    2.0    0.2622    0.2420
    5.0    0.0758    0.1391
   20.0   -0.0145    0.0688
verified
```
